# Singlet–Triplet Mixing of a Radical Pair by a g-Factor Difference

## The decision

When a photoacid generator breaks into two radicals that stay together in a cage, a kinetic calculation must decide whether the pair keeps the spin state in which it was born. A singlet pair can recombine directly to a singlet product, while a triplet pair cannot do so without a change of spin. If the spin state changes during the cage time, the recombination rate must be multiplied by the singlet probability of the surviving pairs, which depends on time. The result below says when a magnetic field causes such a change through unequal g-factors, and how fast.

## Model and result

Radicals 1 and 2 each carry one unpaired electron. The spin operators $\mathbf S_1,\mathbf S_2$ are dimensionless, with components of eigenvalue $\pm1/2$. A static field $B$ points along $z$. The magnetic moment of an electron spin is $-g\mu_B\mathbf S$, so its energy in the field carries a plus sign:

$$H=\mu_BB\,(g_1S_{1z}+g_2S_{2z}).$$

Define $\Delta g=g_2-g_1$ and $\omega=\Delta g\,\mu_BB/\hbar$. For a pair that is a singlet at $t=0$, the total triplet probability is

$$P_T(t)=\sin^2\frac{\omega t}{2}=\sin^2\frac{\Delta g\,\mu_BB\,t}{2\hbar}.$$

The Hamiltonian contains neither exchange nor hyperfine coupling. It also leaves out dipolar coupling between the electrons, spin relaxation and spin-selective reaction, and it takes both g-factors as independent of orientation. Each of these conditions is examined below.

## Derivation

Write $u$ and $d$ for spin up and down along $z$, with radical 1 first. The singlet and the three triplets are

$$|S\rangle=\frac{|ud\rangle-|du\rangle}{\sqrt2},\quad |T_0\rangle=\frac{|ud\rangle+|du\rangle}{\sqrt2},\quad |T_+\rangle=|uu\rangle,\quad |T_-\rangle=|dd\rangle.$$

The product states are eigenstates of $H$. For the two with opposite spins,

$$E_{ud}=\tfrac12\mu_BB(g_1-g_2)=-\tfrac12\hbar\omega,\qquad E_{du}=+\tfrac12\hbar\omega.$$

Each state acquires the phase $e^{-iEt/\hbar}$, so the singlet evolves into

$$|\psi(t)\rangle=\frac{e^{i\omega t/2}|ud\rangle-e^{-i\omega t/2}|du\rangle}{\sqrt2}.$$

Adding and subtracting the definitions gives $|ud\rangle=(|T_0\rangle+|S\rangle)/\sqrt2$ and $|du\rangle=(|T_0\rangle-|S\rangle)/\sqrt2$. Inserting these,

$$|\psi\rangle=\tfrac12\left(e^{i\omega t/2}+e^{-i\omega t/2}\right)|S\rangle+\tfrac12\left(e^{i\omega t/2}-e^{-i\omega t/2}\right)|T_0\rangle$$
$$=\cos\frac{\omega t}{2}\,|S\rangle+i\sin\frac{\omega t}{2}\,|T_0\rangle.$$

The squared modulus of the second amplitude is $\sin^2(\omega t/2)$. The states $T_+$ and $T_-$ do not appear, so this is the whole triplet probability. Reversing the sign of $\Delta g$ reverses the sign of the $T_0$ amplitude and leaves the probability unchanged.

Diagonalizing the four-state Hamiltonian for 200 random cases, with g-factors from 2.00 to 2.02, fields up to 8 T and times up to 10 ns, reproduced the formula with a largest absolute error of $6\times10^{-15}$.

## What the spins do

The operator identity $\mathbf S_1\cdot\mathbf S_2=\tfrac12[(\mathbf S_1+\mathbf S_2)^2-\tfrac34-\tfrac34]$ gives $-3/4$ for a singlet and $+1/4$ for any triplet. Hence

$$\langle\mathbf S_1\cdot\mathbf S_2\rangle=-\tfrac34(1-P_T)+\tfrac14P_T=P_T-\tfrac34.$$

With $\sin^2(\omega t/2)=(1-\cos\omega t)/2$ this becomes

$$\langle\mathbf S_1\cdot\mathbf S_2\rangle=-\tfrac14-\tfrac12\cos\omega t.$$

The first term is the correlation of the $z$ components, which the field leaves alone: the spins stay opposite along $z$. The second is the correlation of the transverse components. The two spins precess about the field at different rates, and $\omega$ is the rate at which the angle between them changes. When that angle has grown by $\pi$, at $t=\pi/|\omega|$, the transverse correlation has changed sign and the pair is wholly $T_0$.

At early times $\sin x\approx x$ gives $P_T\approx(\omega t/2)^2$. The growth is quadratic, so a constant singlet-to-triplet rate does not describe it.

The same Hamiltonian also treats a pair born as a triplet. It obeys $H|S\rangle=-\tfrac12\hbar\omega|T_0\rangle$ and $H|T_0\rangle=-\tfrac12\hbar\omega|S\rangle$, which is symmetric in the two states. A pair born in $T_0$ therefore has singlet probability $\sin^2(\omega t/2)$. Pairs born in $T_\pm$ stay there. An equal mixture of the three triplets has singlet probability $\tfrac13\sin^2(\omega t/2)$.

## A spread of cage times

Suppose pairs leave the cage at a rate $1/\tau$ that does not depend on spin. The departure times then have the density $e^{-t/\tau}/\tau$, and the triplet share at departure is

$$\Phi_T=\int_0^\infty\frac{e^{-t/\tau}}{\tau}\,\frac{1-\cos\omega t}{2}\,dt.$$

The cosine integral is the real part of $\frac1\tau\int_0^\infty e^{-(1/\tau-i\omega)t}dt=1/(1-i\omega\tau)$, which is $1/(1+\omega^2\tau^2)$. Thus

$$\Phi_T=\frac12\left[1-\frac1{1+\omega^2\tau^2}\right]=\frac12\,\frac{\omega^2\tau^2}{1+\omega^2\tau^2}.$$

For $|\omega|\tau\ll1$ this is $\omega^2\tau^2/2$, twice the value of $P_T$ at $t=\tau$, because the mean of $t^2$ is $2\tau^2$. For $|\omega|\tau\gg1$ the oscillations average out and the share tends to one half. Within this model, the g-factor mechanism may be dropped when $\omega^2\tau^2/2$ is below the accuracy required of the triplet share.

## Worked example

Consider a triphenylsulfonium photoacid generator in a resist film, excited directly by deep-ultraviolet light. Homolysis, which competes with heterolysis in the excited singlet, gives a phenyl radical and a diphenyl sulfide radical cation. Rough typical values are $g_1=2.002$ and $g_2=2.007$, with a cage time of 1 ns. The field is that of a 5 T laboratory magnet. Exchange is taken as negligible, which fails for radicals in close contact. With $\mu_B/\hbar=87.941$ rad/(ns T),

$$\omega=0.005\times87.941\times5=2.20\ \text{rad/ns}.$$

At 1 ns the half phase is 1.10 rad, and

$$P_T=\sin^2(1.10)=0.79.$$

The pair is first wholly triplet at $\pi/2.20=1.43$ ns. By 2 ns the probability has fallen back to 0.66. For exponentially distributed departures with $\tau=1$ ns,

$$\Phi_T=\frac12\times\frac{2.20^2}{1+2.20^2}=0.41.$$

This is well below 0.79, because many pairs leave before much mixing has occurred and others leave after the maximum.

The energy $\hbar\omega$ is 1.45 µeV, while the thermal energy at 300 K is 25.9 meV. The small ratio does not prevent mixing. The field does not shift a thermal equilibrium here; it builds up a phase, which depends on the energy difference multiplied by time and divided by $\hbar$.

## Exchange and dipolar coupling

Let a further coupling raise $T_0$ above $S$ by $\hbar\delta$. Apart from a common energy, the Hamiltonian in the basis $(S,T_0)$ is $\hbar M$ with

$$M=\frac12\begin{pmatrix}-\delta&-\omega\\-\omega&\delta\end{pmatrix},\qquad M^2=\frac{\Lambda^2}{4}\,\mathbf 1,\qquad \Lambda=\sqrt{\omega^2+\delta^2}.$$

Because $M^2$ is a multiple of the unit matrix, the exponential series splits into even and odd parts:

$$e^{-iMt}=\cos\frac{\Lambda t}{2}\,\mathbf 1-\frac{2i}{\Lambda}M\sin\frac{\Lambda t}{2}.$$

Its element from $S$ to $T_0$ is $i(\omega/\Lambda)\sin(\Lambda t/2)$, so

$$P_T=\frac{\omega^2}{\omega^2+\delta^2}\sin^2\frac{\sqrt{\omega^2+\delta^2}\,t}{2}.$$

The splitting limits the amplitude and speeds up the oscillation.

An exchange energy $E\,\mathbf S_1\cdot\mathbf S_2$ places the triplets at $E/4$ and the singlet at $-3E/4$, so $\hbar\delta=E$. For $E=1$ µeV the prefactor is $1.447^2/(1.447^2+1^2)=0.68$, and $P_T$ at 1 ns is 0.64. For 10 µeV it is 0.02. Exchange must therefore be small compared with 1.4 µeV for the simple formula to hold here. Radicals in contact, or even 0.6 nm apart, can have an exchange energy far above this limit if their orbitals overlap. The worked example does not describe such a pair; it applies only once the exchange has become small, for instance through greater separation. The time $t$ then counts from that moment, and the pair must still be a singlet.

For two point dipoles a distance $r$ apart along the unit vector $\mathbf n$,

$$H_d=\hbar K[\mathbf S_1\cdot\mathbf S_2-3(\mathbf S_1\cdot\mathbf n)(\mathbf S_2\cdot\mathbf n)],\qquad K=\frac{\mu_0g_1g_2\mu_B^2}{4\pi\hbar r^3}.$$

In a singlet the total spin along $\mathbf n$ is zero, so the product of the two components is $-1/4$ and the bracket gives $-3/4+3/4=0$. In $T_0$, $\langle S_{1z}S_{2z}\rangle=-1/4$, while the correlation along any direction perpendicular to $z$ is $+1/4$. Mixed terms change the total $z$ component and have no mean value. With $\theta$ the angle between $\mathbf n$ and the field,

$$\delta=K\left[\tfrac14-\tfrac34(\sin^2\theta-\cos^2\theta)\right]=\tfrac12K(3\cos^2\theta-1).$$

This neglects transitions from $T_0$ to $T_\pm$, which is justified when the Zeeman energy greatly exceeds $\hbar K$. At 0.6 nm, $\hbar K=1.0$ µeV. Averaging the full four-state dynamics over directions lowers $P_T$ from 0.79 to 0.76. This is a rough estimate, because the cation spin is spread over a length comparable to this distance and is not a point dipole.

## Hyperfine coupling

Let the phenyl electron couple to its protons by $\hbar\sum_ka_k\mathbf S_1\cdot\mathbf I_k$. In a high field an electron flip costs a large Zeeman energy, and the part $\hbar\sum_ka_kS_{1z}I_{kz}$ remains. For proton projections $m_k=\pm1/2$ it replaces $\omega$ by $\omega-\sum_ka_km_k$. Averaging over both signs of each $m_k$ removes the sine terms and leaves

$$P_T=\frac12\left[1-\cos\omega t\prod_k\cos\frac{a_kt}{2}\right]\approx\frac{t^2}{4}\left(\omega^2+\frac14\sum_ka_k^2\right).$$

The second form is the early-time expansion.

Near zero field, flips in all three directions count. Each component of $\mathbf S_1$ turns a singlet into a triplet, so the first-order change of state is wholly triplet. For unpolarized protons, different protons and different components are uncorrelated, and each squared component of $\mathbf S_1$ and $\mathbf I_k$ has mean $1/4$. Three components then give

$$P_T\approx t^2\sum_ka_k^2\times3\times\tfrac14\times\tfrac14=\frac{3}{16}\,t^2\sum_ka_k^2.$$

This is three times the high-field hyperfine contribution, since $T_+$ and $T_-$ are now open as well as $T_0$.

The example uses rough phenyl couplings of 1.7, 1.7, 0.6, 0.6 and 0.2 mT. Half the root of their summed squares is 1.28 mT. Setting $\omega^2=\sum_ka_k^2/4$ gives the field at which both mechanisms contribute equally at early times in the high-field law:

$$B=\frac{g_1\times1.28\ \text{mT}}{\Delta g}=\frac{2.002\times1.28}{0.005}\ \text{mT}\approx0.51\ \text{T}.$$

The full dynamics of two electrons and five protons, with the cage time held at 1 ns, give:

| Field | $P_T$, $\Delta g$ alone | $P_T$ with hyperfine |
|---|---|---|
| 0.05 mT | $1.2\times10^{-10}$ | 0.037 |
| 10 mT | $4.8\times10^{-6}$ | 0.032 |
| 0.5 T | 0.012 | 0.024 |
| 5 T | 0.79 | 0.79 |

The close agreement at 5 T does not last: at 3 ns the two values are 0.02 and 0.12. At the fixed time of 1 ns, the probability with hyperfine coupling first falls as the field increases, to about 0.013 near 35 mT, stays between 0.013 and 0.014 with small ripples up to about 150 mT, and then rises. The fall comes from the closing of $T_\pm$. Their first-order amplitudes oscillate at the electron precession rate $\omega_e=g\mu_BB/\hbar$, and integration over time multiplies their early-time probability by $[\sin(\omega_et/2)/(\omega_et/2)]^2$. At 10 mT and 1 ns, $\omega_et=1.76$ rad and this factor is 0.77. At 0.5 T it is below $10^{-3}$. The later rise comes from $\omega^2$.

## Orientation, relaxation and recombination

In a rigid film the g-factor of the cation depends on the field direction $\mathbf b$. Its precession rate is $\mu_BB|\mathsf g\mathbf b|/\hbar$, where $\mathsf g$ is the g-tensor. Using $|\mathsf g\mathbf b|$ for $g_2$ neglects the small tilt between the two precession axes; for the values used here, this changed $P_T$ by less than $10^{-4}$ in every direction computed. With rough principal values 2.002, 2.007 and 2.012, the difference $\Delta g$ runs from 0 to 0.010. At 1 ns and 5 T the probability then runs from 0, through its maximum of 1, to 0.66, and its direction average is 0.64. The mean g-factor alone would give 0.79.

Now let relaxation shrink all three components of the cation spin by $e^{-t/T}$. This uniform factor is unaffected by precession, so it multiplies the whole correlation found earlier:

$$P_T=\frac34-\frac{e^{-t/T}}{4}(1+2\cos\omega t).$$

At long times $P_T$ tends to $3/4$, the value for uncorrelated spins. An assumed $T=20$ ns changes the result at 1 ns and 5 T by only about 0.002, because the correlation without relaxation, $-\tfrac14(1+2\cos\omega t)=0.04$, happens to be near zero there. In a very weak field $\cos\omega t\approx1$, and the same $T$ gives $P_T=\tfrac34(1-e^{-1/20})=0.04$ at 1 ns, where the $\Delta g$ mechanism alone gives almost nothing. The equal decay of all three components is an assumption. If only the transverse components decayed, with the same $T$, the change at 1 ns and 5 T would be 0.014 and the long-time limit would be $1/2$.

Finally, let singlet pairs recombine at rate $k$. In the simplest model the singlet amplitude $c_S$ decays at $k/2$:

$$\dot c_S=-\frac k2c_S+\frac{i\omega}{2}c_T,\qquad \dot c_T=\frac{i\omega}{2}c_S.$$

Differentiating the second equation and eliminating $c_S$ gives

$$\ddot c_T+\frac k2\dot c_T+\frac{\omega^2}{4}c_T=0,\qquad c_T(0)=0,\quad\dot c_T(0)=\frac{i\omega}{2}.$$

The solution is $c_T=(i\omega/2Q)e^{-kt/4}\sin Qt$ with $Q^2=\omega^2/4-k^2/16$, so

$$P_T=\left(\frac{\omega}{2Q}\right)^2e^{-kt/2}\sin^2Qt.$$

For $k>2|\omega|$, $Q$ is imaginary, the sine becomes a hyperbolic sine and the oscillation disappears. At $k=2|\omega|$ the limit $Q\to0$ gives $P_T=(\omega t/2)^2e^{-kt/2}$.

For an assumed $k=1$ per ns, 54% of pairs survive to 1 ns and 49% of all pairs born are then triplets. The triplet share among survivors is $0.49/0.54=0.91$. A calculation must state which of these two fractions it uses. The numbers also depend on the recombination model: if the singlet population decays at $k$ as before but the $S$–$T_0$ coherence is damped at $k$ instead of $k/2$, another common choice, they become 52%, 43% and 0.82. Multiplying $k$ by the singlet probability found without recombination would give 50% survival instead of 54%, because recombination itself changes the singlet share of the remaining pairs.

## Reading the result for a real resist

The 5 T field is far from that of an exposure tool, which does not apply tesla fields to the wafer. At 0.05 mT, roughly the Earth's field, hyperfine coupling cannot be left out: it moves the triplet probability at 1 ns from $10^{-10}$ to about 0.04. Relaxation with the assumed time of 20 ns would by itself have an effect of similar size. Dipolar coupling of point spins 0.6 nm apart would lower the hyperfine value from 0.037 to 0.034. In the strong magnet at 1 ns, g anisotropy, which lowers 0.79 to 0.64, matters more than the hyperfine, dipolar and relaxation effects as sized here. An exchange energy of 10 µeV nearly stops the mixing in either field: at 1 ns it lowers the triplet probability from 0.79 to 0.02 at 5 T, and from 0.037 to 0.0006 at 0.05 mT. This does not extend to every field between them. Near 86 mT the electron Zeeman energy is also 10 µeV, which brings $T_+$ or $T_-$ level with the singlet, and hyperfine coupling still gives a triplet probability of 0.013 at 1 ns. The exchange energy and cage time of a real pair depend on its separation and surroundings, and the values here are not predictions for a particular resist. Cation protons, anisotropic hyperfine coupling and relative motion of the radicals are also left out. Nor is $P_T$ an acid yield: recombination in the cage can release acid, but so can later reactions of escaped radical cations.

## Numbers as computed

```
g of phenyl radical: 2.002; of sulfide cation: 2.007
g-factor difference dg: 0.005
Magnetic field: 5.0 T; cage time: 1.0 ns
muB/hbar: 87.941 rad/(ns T)
Energy difference dg muB B: 1.447 micro-eV
Thermal energy at 300 K: 25.85 meV
Mixing rate w: 2.1985 rad/ns
Half phase w t/2 at cage time: 1.0993 rad
Time of first full triplet: 1.429 ns
P_T at 0.10 ns: 0.0120
P_T at 0.25 ns: 0.0736
P_T at 0.50 ns: 0.2729
P_T at 1.00 ns: 0.7937
P_T at 2.00 ns: 0.6551
Largest error of P_T in 200 random cases: 6.2e-15
Triplet share on leaving cage: 0.4143
Neglected effects, one at a time, at the field and cage time above
P_T without them: 0.7937
P_T with exchange splitting 0.1 micro-eV: 0.7920
P_T with exchange splitting 1.0 micro-eV: 0.6402
P_T with exchange splitting 10.0 micro-eV: 0.0199
Pair distance: 0.6 nm
Dipolar constant hbar K: 0.999 micro-eV
P_T with dipolar coupling, direction average: 0.7616
Proton couplings: 1.7, 1.7, 0.6, 0.6, 0.2 mT
P_T with hyperfine coupling: 0.7863
Cation g axes: 2.002, 2.007, 2.012
P_T with anisotropic g, direction average: 0.6436
P_T with relaxation time 20 ns: 0.7915
Singlet recombination rate: 1.0 per ns
Surviving pairs with recombination: 0.5382
Triplet pairs, fraction of all born: 0.4924
Triplet share among survivors: 0.9149
Field sweep at cage time: dg alone; dg with hyperfine
B = 0.05 mT: P_T = 1.208e-10; 3.728e-02
B = 10.00 mT: P_T = 4.834e-06; 3.151e-02
B = 500.00 mT: P_T = 1.204e-02; 2.422e-02
B = 1000.00 mT: P_T = 4.756e-02; 5.886e-02
B = 5000.00 mT: P_T = 7.937e-01; 7.863e-01
Rms hyperfine field, high-field case: 1.279 mT
Field of equal early dg and hyperfine mixing: 512 mT
P_T ratio, both to dg alone, there at 0.5 ns: 1.989
```
